# Why v_xc(t) is not the plain derivative of a real-time action

**Question**

In ground-state density functional theory, $v_{xc}=\delta E_{xc}/\delta n$. For time-dependent problems I expected the analogue

$$
v_{xc}(\mathbf r,t)=\frac{\delta A_{xc}[n]}{\delta n(\mathbf r,t)},
$$

with $A_{xc}$ built from $\int_0^T\langle\Psi|i\partial_t-\hat H|\Psi\rangle\,dt$, since making this integral stationary gives the Schrödinger equation. But then the kernel $f_{xc}=\delta v_{xc}/\delta n$ is a second derivative, symmetric in its two times, while a response should be retarded. Which of the two gives way?

**Answer**

The derivative formula gives way. It omits a term from the final time $T$. That term supplies the part of the kernel that is antisymmetric in the two times, and this part fixes the memory.

**The contradiction**

I fix the initial states and consider densities on $0\le t\le T$ that both the interacting and the Kohn-Sham system can produce. Potentials are defined up to a function of time alone; I fix it by some rule and use density variations that conserve particle number. Write $1=(\mathbf r_1,t_1)$ and $2=(\mathbf r_2,t_2)$.

If $v_{xc}(1)=\delta A_{xc}/\delta n(1)$ with $A_{xc}$ twice differentiable, equality of mixed derivatives gives

$$
f_{xc}(1,2)=\frac{\delta^2A_{xc}}{\delta n(2)\,\delta n(1)}=f_{xc}(2,1).
$$

Now causality. The density on $[0,t]$ fixes the potential on $[0,t]$, so changing the density later cannot change $v(t)$. This holds for the external potential $v$ and the Kohn-Sham potential $v_s$, hence for $v_{xc}=v_s-v-v_H$. Therefore $f_{xc}(1,2)=0$ for $t_2>t_1$. By symmetry it also vanishes for $t_2<t_1$. What can remain is instantaneous: $\delta(t_1-t_2)$ and its time derivatives, in combinations symmetric under exchange of 1 and 2.

For such kernels the potential can be the derivative of some action, though not necessarily of the one in the question (see the unbiased model below). The adiabatic choice $A_{xc}=\int E_{xc}[n(t)]\,dt$ gives a kernel proportional to $\delta(t_1-t_2)$. Frequency dependence alone is no contradiction either: for a single density variable $m(t)$, the action $\tfrac b2\int\dot m^2dt$ gives the potential $-b\ddot m$ away from the end times, and so the instantaneous kernel $b\omega^2$. The contradiction arises when the kernel has memory, or an instantaneous part that is antisymmetric in the two times, such as a friction term $\gamma\dot m$ in the potential.

**The missing boundary term**

I use Rydberg atomic units with $\hbar=1$: energies are in Ry and times in $\hbar/\mathrm{Ry}$. Let $\hat H=\hat H_0+\hat V(t)$, where $\hat V$ is the external potential energy, and define

$$
B[n]=\int_0^T\langle\Psi|i\partial_t-\hat H_0|\Psi\rangle\,dt,
$$

where $\Psi[n]$ solves the Schrödinger equation, so $(i\partial_t-\hat H_0)\Psi=\hat V\Psi$. Varying the density gives

$$
\delta B=\int_0^T\left[\langle\delta\Psi|\hat V|\Psi\rangle+\langle\Psi|(i\partial_t-\hat H_0)\delta\Psi\rangle\right]dt .
$$

In the second term, the product rule moves the time derivative to the left:

$$
\langle\Psi|i\partial_t\delta\Psi\rangle
=i\frac{d}{dt}\langle\Psi|\delta\Psi\rangle-i\langle\partial_t\Psi|\delta\Psi\rangle
=i\frac{d}{dt}\langle\Psi|\delta\Psi\rangle+\langle i\partial_t\Psi|\delta\Psi\rangle .
$$

Since $\hat H_0$ is Hermitian, the second term becomes $i\,d\langle\Psi|\delta\Psi\rangle/dt+\langle\Psi|\hat V|\delta\Psi\rangle$. The two terms with $\hat V$ add up to $\int v\,\delta n\,d\mathbf r$. With $\delta\Psi(0)=0$,

$$
\delta B=\int_0^T\!\!\int v\,\delta n\,d\mathbf r\,dt+i\langle\Psi_T|\delta\Psi_T\rangle,
\qquad \Psi_T=\Psi(T).
$$

One may not set $\delta\Psi_T=0$. In the usual variational derivation the trial state is free and can be held fixed at $T$. Here the density determines the state, and a change of density at an earlier time in general changes $\Psi_T$. Thus

$$
v(1)=\frac{\delta B}{\delta n(1)}-i\left\langle\Psi_T\middle|\frac{\delta\Psi_T}{\delta n(1)}\right\rangle .
$$

The same steps hold for the Kohn-Sham state $\Phi$, with action $B_s$ and potential $v_s$. Subtracting, with $v_{Hxc}=v_s-v$ and $A_{Hxc}=B_s-B$,

$$
v_{Hxc}(1)=\frac{\delta A_{Hxc}}{\delta n(1)}-b(1),\qquad
b(1)=i\left\langle\Phi_T\middle|\frac{\delta\Phi_T}{\delta n(1)}\right\rangle
-i\left\langle\Psi_T\middle|\frac{\delta\Psi_T}{\delta n(1)}\right\rangle .
$$

**How this term fixes the memory**

Write $\delta_1\Psi_T=\delta\Psi_T/\delta n(1)$ and differentiate $v(1)$ once more:

$$
\frac{\delta v(1)}{\delta n(2)}=\frac{\delta^2B}{\delta n(2)\delta n(1)}
-i\langle\delta_2\Psi_T|\delta_1\Psi_T\rangle-i\langle\Psi_T|\delta_2\delta_1\Psi_T\rangle .
$$

Subtract the same expression with 1 and 2 exchanged. The first and last terms are symmetric and cancel. The remaining overlaps are complex conjugates, whose difference is $2i$ times an imaginary part:

$$
\frac{\delta v(1)}{\delta n(2)}-\frac{\delta v(2)}{\delta n(1)}
=2\,\mathrm{Im}\langle\delta_2\Psi_T|\delta_1\Psi_T\rangle .
$$

For $t_1>t_2$ causality removes the second term on the left. Doing the same for the Kohn-Sham system and subtracting,

$$
f_{Hxc}(1,2)=2\,\mathrm{Im}\langle\delta_2\Phi_T|\delta_1\Phi_T\rangle
-2\,\mathrm{Im}\langle\delta_2\Psi_T|\delta_1\Psi_T\rangle,\qquad t_1>t_2 .
$$

The Hartree potential is instantaneous here, so this is also the memory of $f_{xc}$. The formula comes from the antisymmetric part alone. It does not say that $\delta^2A_{Hxc}/\delta n(2)\delta n(1)$ vanishes at unequal times.

**A model with explicit memory**

Take two electrons of opposite spin on two sites, with hopping $J=0.1$ Ry, on-site repulsion $U=0.4$ Ry and site-energy difference $v=v_1-v_2=0.3$ Ry. The density variable is $m=(n_1-n_2)/2$. In the singlet basis (both on site 1, both on site 2, one on each),

$$
\hat H=\begin{pmatrix}U+v&0&-\sqrt2J\\0&U-v&-\sqrt2J\\-\sqrt2J&-\sqrt2J&0\end{pmatrix},
\qquad \hat m=\mathrm{diag}(1,-1,0).
$$

Numerical diagonalization gives $m=-0.2718$, excitation energies $\Omega_1=0.3048$ and $\Omega_2=0.8455$ Ry, and squared matrix elements of $\hat m$ with the ground state $M_1^2=0.2256$ and $M_2^2=0.01353$.

A weak perturbation $\delta v(t)\hat m$ gives excited state $k$ the amplitude $-iM_k\int^t e^{-i\Omega_k(t-t')}\delta v(t')dt'$, relative to the ground-state phase. Hence

$$
\delta m(t)=-2\sum_kM_k^2\int^t\sin[\Omega_k(t-t')]\,\delta v(t')\,dt'.
$$

With $f(\omega)=\int e^{i\omega\tau}f(\tau)d\tau$ and $\omega$ just above the real axis, $\int_0^\infty e^{i\omega\tau}\sin\Omega\tau\,d\tau=\Omega/(\Omega^2-\omega^2)$. Set $g_k=2\Omega_kM_k^2$ and $S=g_1+g_2$. Over a common denominator,

$$
\chi(\omega)=\sum_k\frac{g_k}{\omega^2-\Omega_k^2}
=\frac{S(\omega^2-z^2)}{(\omega^2-\Omega_1^2)(\omega^2-\Omega_2^2)},\qquad
z^2=\frac{g_1\Omega_2^2+g_2\Omega_1^2}{S}.
$$

Here $S=2(0.3048)(0.2256)+2(0.8455)(0.01353)=0.1604$ Ry and $z=0.7912$ Ry.

In the Kohn-Sham system both electrons occupy the lower orbital of $-J\sigma_x+\tfrac12v_s\sigma_z$. The level spacing is $\omega_s=\sqrt{4J^2+v_s^2}$ and $m=\langle\sigma_z\rangle=-v_s/\omega_s$, so $\omega_s=2J/\sqrt{1-m^2}=0.2078$ Ry. Because $\sigma_z^2=1$, the squared matrix element of $\sigma_z$ between the orbitals is $1-m^2$. Each electron couples through $\sigma_z/2$, so the two together have weight $g_s=2\cdot2\omega_s(1-m^2)/4=2J\sqrt{1-m^2}=0.1925$ Ry, and $\chi_s=g_s/(\omega^2-\omega_s^2)$.

Since $\delta v_s=\chi_s^{-1}\delta m$ and $\delta v=\chi^{-1}\delta m$, the kernel is $f_{Hxc}=\chi_s^{-1}-\chi^{-1}$. Polynomial division in $\omega^2$ gives

$$
\frac{(\omega^2-\Omega_1^2)(\omega^2-\Omega_2^2)}{\omega^2-z^2}
=\omega^2-(\Omega_1^2+\Omega_2^2-z^2)+\frac{(z^2-\Omega_1^2)(z^2-\Omega_2^2)}{\omega^2-z^2},
$$

and therefore $f_{Hxc}(\omega)=A+B_2\omega^2+C/(\omega^2-z^2)$ with

$$
A=\frac{\Omega_1^2+\Omega_2^2-z^2}{S}-\frac{\omega_s^2}{g_s},\quad
B_2=\frac1{g_s}-\frac1S,\quad
C=\frac{(z^2-\Omega_1^2)(\Omega_2^2-z^2)}{S}.
$$

The values are $A=0.908$ Ry, $B_2=-1.038\ \mathrm{Ry}^{-1}$ and $C=0.2949\ \mathrm{Ry}^3$. The first two terms are instantaneous. By the sine transform above, the pole is memory:

$$
f_{\rm mem}(\tau)=-\frac Cz\sin(z\tau)\quad(\tau>0),\qquad f_{\rm mem}(\tau)=0\quad(\tau<0).
$$

Its amplitude is $C/z=0.3727\ \mathrm{Ry}^2/\hbar$ and its period is $2\pi/z=7.94\ \hbar/\mathrm{Ry}=0.384$ fs. At $\tau=2\,\hbar/\mathrm{Ry}$ it is $-0.3726\ \mathrm{Ry}^2/\hbar$; at $\tau=-2\,\hbar/\mathrm{Ry}$ it is zero. A plain second derivative would have to give equal values.

Without the bias, exchange of the sites is a symmetry. The operator $\hat m$ is odd and the ground state even, so $\hat m$ reaches the one odd singlet and $\chi$ has a single pole. Then $\chi^{-1}$, like $\chi_s^{-1}$, is linear in $\omega^2$. This linear-response kernel depends on frequency but has no memory, and symmetry in time does not contradict causality. The boundary term is still needed. With $\hat V=v\hat m$ one has $B=\int v\,m\,dt$. Here the static $m$ is zero and, for a weak drive, $v$ is linear in $m$ with a symmetric kernel, so away from the end times $\delta B/\delta m(1)=v(1)+\int m(2)\,\delta v(2)/\delta m(1)\,dt_2=2v(1)$. The same holds for the Kohn-Sham system, so the plain derivative is $2v_{Hxc}$ and $b=v_{Hxc}$.

**The plain derivative can see the future**

Now drive the biased model with ten kicks at $t_j=0,1,\ldots,9\,\hbar/\mathrm{Ry}$, each of strength $hv_j$ with $h=1\,\hbar/\mathrm{Ry}$ and $v_j=0.1\sin(0.5t_j)$ Ry, and take $T=10\,\hbar/\mathrm{Ry}$. The static biases are kept in the fixed Hamiltonians, so the potentials below are changes from their static values. A kick commutes with $\hat m$, so the density $m_j$ at a kick is well defined, and on the solution $B=h\sum_jv_jm_j$. The functional derivative becomes $h^{-1}\partial/\partial m_j$. A kick leaves $m_j$ unchanged and first affects $m_{j+1}$. Near the applied drive, the ten kicks are therefore fixed by $m_1,\ldots,m_{10}$, with $m_{10}$ the density at $T$ (much stronger kicks can give the same densities, and I exclude them), and $v_j$ depends on the densities up to $m_{j+1}$. This one-step reach is the discrete form of the instantaneous $\ddot m$ term, and causality here means independence of $m_{j+2}$ and later. I found the kicks that produce a prescribed set $m_1,\ldots,m_{10}$ by Newton iteration, for the interacting and the Kohn-Sham system, and took the derivatives by central differences.

At $t=3\,\hbar/\mathrm{Ry}$ the plain derivative of $A_{Hxc}$ is $-0.2365$ Ry and the boundary term $b$ is $-0.2027$ Ry. Their difference is the potential:

$$
v_{Hxc}=-0.2365-(-0.2027)=-0.0338\ \mathrm{Ry},
$$

or $-0.0337$ Ry before rounding the inputs. Next, set the drive to a constant 0.1 Ry from $t=6\,\hbar/\mathrm{Ry}$ onward. At $t=3\,\hbar/\mathrm{Ry}$ the plain derivative moves to $-0.3596$ Ry, while $v_{Hxc}$ stays at $-0.0337$ Ry. The boundary term cancels the dependence on the future. These numbers belong to $h=1\,\hbar/\mathrm{Ry}$. With the same drives sampled at $h=1/16\,\hbar/\mathrm{Ry}$ the plain derivative is $-0.291$ and $-0.382$ Ry, and $v_{Hxc}$ is $-0.0340$ Ry for both drives, so the dependence on the future survives finer kicks.

These two pieces belong to the rule $\hat V=v\hat m$ for the additive function of time. Adding a density-dependent $c(t)$ to the potential shifts $B$ by $N\int c\,dt$, with $N$ the particle number, and changes the phase of $\Psi_T$. The plain derivative and $b$ then move by the same amount. With $\hat V=v\hat n_1=v(\hat m+1)$ and the original drive, they are $0.2984$ and $0.3321$ Ry. With the rule $\langle\hat V\rangle=0$, $B$ vanishes identically, the plain derivative is zero for either drive, and $b=0.0337$ Ry. Only the difference, $-0.0337$ Ry, is independent of the rule. The kernel splits in the same rule-dependent way. For $\hat V=v\hat m$ and the original drive, $f_{Hxc}$ at $t_1=5$, $t_2=3\,\hbar/\mathrm{Ry}$ is $-0.4438\ \mathrm{Ry}^2/\hbar$, of which $-0.2951$ is the plain second derivative and $-0.1487$ comes from the boundary term.

**An action that does work**

Let the ket and the bra evolve from the same initial state under separate potentials $v_+$ and $v_-$, and define

$$
\tilde A[v_+,v_-]=i\ln\langle\Psi_T[v_-]|\Psi_T[v_+]\rangle .
$$

Changing $v_+(1)$ inserts $-i\hat n(1)$ into the ket's evolution, and changing $v_-(2)$ inserts $+i\hat n(2)$ into the bra's. At $v_+=v_-$ the overlap is 1, so $\delta\tilde A/\delta v_+(1)=i(-i)n(1)=n(1)$. With Heisenberg operators and time ordering $\mathcal T$, the second derivatives of the logarithm there are

$$
\tilde A_{++}(1,2)=-i\left[\langle\mathcal T\hat n(1)\hat n(2)\rangle-n(1)n(2)\right],\quad
\tilde A_{+-}(1,2)=i\left[\langle\hat n(2)\hat n(1)\rangle-n(1)n(2)\right].
$$

A physical perturbation changes both branches, so the response is the sum. For $t_2>t_1$ the time-ordered product is $\hat n(2)\hat n(1)$ and the sum vanishes. For $t_1>t_2$ it is $-i\langle[\hat n(1),\hat n(2)]\rangle$, the retarded response. The symmetric object is $\tilde A_{++}$, not the response itself.

To obtain a density functional, set $n_+=\delta\tilde A/\delta v_+$ and $n_-=-\delta\tilde A/\delta v_-$, and assume that these relations can be inverted near equal branches. This can hold only with restrictions. At the final time $n_+(T)=n_-(T)$ for any potentials, so the two densities cannot be varied independently there. For unequal branches $n_\pm$ are in general complex, so $\tilde A$ must be continued analytically to complex $v_\pm$. In the kick model, a real change of $n_+$ alone needs complex potentials in the interacting system, and, for a fixed smooth profile of $\delta n_+$ in time, a branch difference at $t=0$ that grows roughly as $1/h$. Define

$$
\tilde B[n_+,n_-]=-\tilde A+\int(v_+n_+-v_-n_-).
$$

Since $\delta\tilde A=\int(n_+\delta v_+-n_-\delta v_-)$, the variations of the potentials cancel and $\delta\tilde B=\int(v_+\delta n_+-v_-\delta n_-)$. Hence $v_+=\delta\tilde B/\delta n_+$. Subtracting the interacting functional from the Kohn-Sham one,

$$
v_{Hxc}(1)=\left.\frac{\delta(\tilde B_s-\tilde B)}{\delta n_+(1)}\right|_{n_+=n_-=n}.
$$

The potential is thus a functional derivative on two branches, which are set equal after differentiation. Its physical kernel is the sum of a $++$ and a $+-$ derivative, and that sum need not be symmetric in time.

Numerical values quoted here were computed with a short program.
